Why pseudopotential core radii from different schemes cannot be compared directly

**Question**

I am choosing a norm-conserving pseudopotential for silicon. One construction, which uses a smooth cutoff function, has core radius r_c = 0.60 Å. Another, of the Kerker type, has r_c = 1.10 Å. I read this as follows: the first leaves the atom untouched down to 0.60 Å, so it must be the more faithful of the two, and also the harder one. To compare them fairly I would like to set both radii to the same number. Is that right? I have also been told that the first radius is "only the half-way point" and that I should double it. Where would a factor of two come from?

**Answer**

The two radii are different quantities, and setting them equal makes the comparison worse. In the cutoff-function scheme r_c is the length scale of a smooth switch, and the pseudo-orbital still differs from the true one outside it. In a Kerker-type scheme r_c is a boundary, and outside it the two orbitals coincide. The factor of two is a rule of thumb for close agreement, and its origin can be derived.

I use atomic units in the algebra. Let u(r) = rR(r) be the normalized all-electron valence orbital, ε its energy and V(r) the screened potential of the atom. Then

u'' = 2[V + l(l+1)/(2r²) − ε] u.

The numbers are for a spherical, non-relativistic, spin-unpolarized silicon atom, 3s² 3p², in the local-density approximation. The 3s and 3p energies are −10.833 and −4.172 eV; a radial-grid and a Gaussian-basis calculation agree on these digits. The last nodes of both orbitals lie at 0.38 Å, and the outer peaks at 0.94 Å (3s) and 1.14 Å (3p).

**The radius as a scale**

The Hamann–Schlüter–Chiang construction starts from

f(r) = exp(−s), s = (r/r_c)^λ,
V1 = (1 − f)V + c f.

I take λ = 3.5. At r = r_c, f = 1/e = 0.368, so V1 is there 63% true potential and 37% constant. The literal half-way point, f = 1/2, is at 0.90 r_c. At 2r_c, f = exp(−2^3.5) = 1.2×10⁻⁵. This is small, but nothing has been switched off at a sharp boundary.

The constant c is fixed by requiring that the lowest, nodeless state w1 of V1 have energy ε. Since dε1/dc = ∫f w1² dr > 0, the lowest energy ε1 rises steadily with c, and there is at most one such c. Far out, w1 and u obey the same equation at the same energy and both decay, so they are proportional: γw1 → u.

With w1 normalized, γw1 has norm γ², not 1. The norm is repaired by adding a piece confined by f:

w2 = γ(w1 + δg), g = r^(l+1) f.

With a = ∫w1 g dr and b = ∫g² dr, the condition ∫w2² dr = 1 reads

γ²(1 + 2aδ + bδ²) = 1.

Dividing by γ² and solving for δ gives

bδ² + 2aδ + 1 − 1/γ² = 0,
δ = {−a + √[a² − b(1 − 1/γ²)]}/b.

This root vanishes when γ = 1, when no repair is needed. If γ > 1, δ is negative. For r_c = 0.60 Å, the 3s orbital has γ = 1.0151 and δ = −0.0768; the 3p orbital has γ = 0.9978 and δ = +0.0166 (atomic units).

**Why the difference survives outside r_c**

Split the difference into two parts:

w2 − u = D + γδg, D = γw1 − u.

The second part carries f openly. For the first, note that V1 − V = f(c − V). Subtracting the equation for u from that for γw1 gives

D'' = 2[V + l(l+1)/(2r²) − ε] D + S,
S = 2f(c − V)γw1.

Multiply this by u, multiply the equation for u by D, and subtract. The bracketed terms cancel:

uD'' − u''D = uS.

The left side is the derivative of uD' − u'D = u²(D/u)'. Both u and D decay, so integrating from r to infinity gives

u²(D/u)' = −∫_r^∞ uS dt.

Because γw1/u → 1, D/u tends to zero. Dividing by u² and integrating once more, beyond the last node of u,

D(r) = u(r) ∫_r^∞ dt u(t)⁻² ∫_t^∞ u(t')S(t') dt'.

So D at r is fed by the tail of f outside r. Where f falls much faster than everything else, its logarithmic slope has size k = λs/r, and D'' ≈ S gives the leading estimate D ≈ S/k². At 2r_c for r_c = 0.60 Å = 1.134 bohr,

k² = (3.5 × 11.31/2.268)² ≈ 305 bohr⁻².

D is therefore strongly reduced there, and the norm-repair term can take over. The 3s numbers show it. The deviation w2 − u, relative to the peak of u, is +2.9% at r_c but −0.0003% at 2r_c, which is the sign of δ. For 3p, where δ > 0, the values are +5.5% and +0.0002%.

**Where "twice" comes from**

Call the reach R the outermost radius at which |w2 − u| exceeds a chosen fraction τ of the peak of u. If the relative difference is written as A f, with A a slowly varying prefactor, then A exp[−(R/r_c)^λ] = τ, and

R/r_c = [ln(A/τ)]^(1/λ).

For A = 1 and λ = 3.5 this gives 1.55, 1.74 and 1.89 at τ = 1%, 0.1% and 0.01%. The measured ratios for r_c = 0.60 Å are

3s: 1.07, 1.59, 1.78
3p: 1.27, 1.55, 1.75.

"Near twice" is thus a fair description at tight tolerance, and an overestimate at 1%. The formula is only a guide for 3s close to r_c: there the difference changes sign a little outside r_c, so A is not slowly varying. The logarithm and the small power 1/λ explain why the ratio depends weakly on a tight tolerance. The exponent matters too: with λ = 4 and the same r_c, the 0.01% ratios drop to 1.62 (3s) and 1.65 (3p). For fixed A the formula tends to 1 as λ → ∞, the limit in which f becomes a step and the scale turns into a boundary.

The potential agrees less well than the orbital. The final potential V2 is the one for which w2 is a solution at energy ε:

V2 = ε − l(l+1)/(2r²) + w2''/(2w2).

Write K = 2(V1 − ε) + l(l+1)/r², so that w1'' = Kw1. Since γw1 = w2 − γδg,

w2'' = K(w2 − γδg) + γδg'',
V2 = V1 + (γδ/2w2)(g'' − Kg).

From g'/g = (l + 1 − λs)/r and s' = λs/r,

g''/g = (g'/g)² + (g'/g)'
= [(l + 1 − λs)² − (l + 1) + λs − λ²s]/r²
= [l(l+1) + λ²s² − λ(2l + λ + 1)s]/r².

The centrifugal terms cancel in g'' − Kg, leaving

V2 = V1 + (γδg/2w2){[λ²s² − λ(2l + λ + 1)s]/r² + 2ε − 2V1}.

The term λ²s²/r² is the same 305 bohr⁻² at 2r_c. It magnifies the tiny tail of g, and the potential error there is still of the order of 0.01 eV. The printed values are interpolated linearly between grid points on a steep tail, which makes them somewhat too large.

**The radius as a boundary**

Kerker's construction keeps u for r ≥ r_c and replaces it inside by

w = r^(l+1) exp(p), p = a0 + a2t² + a3t³ + a4t⁴, t = r/r_c.

There is no linear term, because it would make the potential diverge at the origin. Value, slope and curvature are matched at r_c. Matching the curvature makes the potential continuous, as the radial equation shows.

Three conditions on four coefficients leave one freedom. A change of p that respects the matching must vanish at t = 1 with its first two derivatives, so it has the form (1 − t)³(α + βt). Its linear coefficient is β − 3α, which must be zero. The allowed change is therefore

α(1 − t)³(1 + 3t),

where α is the change of a0. This shape is positive for 0 ≤ t < 1. Raising a0 raises w everywhere inside, and the enclosed norm grows steadily from zero to infinity. One value of a0 reproduces the norm of u inside r_c. The construction needs u(r_c) > 0 with the outer lobe taken positive, so r_c is placed beyond the last node.

Outside r_c, orbital and potential are now those of the atom. As a test of more than the pasting, the radial equation was integrated outward from near the origin, with the inverted potential inside r_c and the atomic potential outside. From r_c to 6.5 bohr (3.4 Å) the result stayed within 10⁻⁵ of the peak from u, for Kerker and for Troullier–Martins orbitals.

The Troullier–Martins form uses even powers up to t¹² and matches derivatives up to the fourth. Its remaining condition removes the r² term of the potential at the origin. Inserting p = a0 + a2t² + a4t⁴ + … into

V_ps = ε + (l + 1)p'/r + (p'' + p'²)/2

gives a t² coefficient of [4(l + 1)a4 + 6a4 + 2a2²]/r_c², so the condition is a2² + (2l + 5)a4 = 0.

A strict radius is an upper bound on the changed region. Just inside r_c the difference starts as (r_c − r)³ for Kerker and (r_c − r)⁵ for Troullier–Martins, so at finite tolerance the reach is smaller than r_c.

**Your two silicon radii**

Reach in Å at 1%, 0.1% and 0.01% (the last digit is uncertain by one unit):

3s, cutoff function, 0.60 Å: 0.64, 0.95, 1.07
3s, Kerker, 1.10 Å: 0.89, 1.01, 1.06
3s, Troullier–Martins, 1.10 Å: 0.82, 0.95, 1.01

3p, cutoff function, 0.60 Å: 0.76, 0.93, 1.05
3p, Kerker, 1.10 Å: 0.73, 0.81, 1.03
3p, Troullier–Martins, 1.10 Å: 0.73, 0.84, 0.91

At 0.01%, your "0.60" and the Kerker "1.10" change practically the same region. At looser tolerances the order depends on the orbital, so no single conversion factor serves every purpose.

Now copy the numbers across. With r_c = 1.10 Å in the cutoff-function scheme, λ unchanged, the 0.01% reach grows to 1.98 Å (3s) and 2.03 Å (3p). Half the bond length in crystalline silicon is roughly 1.2 Å. Beyond 1.20 Å the largest deviation is 4.5% of the peak for 3s and 2.5% for 3p. With 0.60 Å it was 0.0003% and 0.0002%; these two small values sit on a steep tail and about double if the half bond is taken as 1.176 Å. A radius that ends inside the half bond in one scheme alters the bonding region in the other.

Copying 0.60 Å into Kerker's scheme keeps the outer orbital correct but makes it costly. As a measure of hardness, take the plane-wave energy beyond which 0.01 eV of the orbital's kinetic energy is left out:

Kerker, 1.10 Å: 198 eV (3s), 109 eV (3p)
cutoff function, 0.60 Å: 387 eV (3s), 248 eV (3p)
Kerker, 0.60 Å: at least 2419 eV (3s), at least 4712 eV (3p)

The momentum grid of the calculation ends at 20 bohr⁻¹, or 5442 eV, and kinetic energy above that is not counted. This matters for the last line, whose values are therefore lower bounds. Extending the grid to 80 bohr⁻¹ raises them to about 2470 eV (3s) and 5060 eV (3p). The other cutoffs quoted here do not move with the end of the grid and are good to 1–2 eV.

At the same printed radius of 0.60 Å, Kerker's orbital needs at least 2419/387 ≈ 6 times the cutoff for 3s and at least 4712/248 ≈ 19 times for 3p.

Hardness is not fixed by the reach either. Troullier–Martins at 1.10 Å gives 380 eV for 3s, nearly twice Kerker's value, and 124 eV for 3p. Its norm condition is nonlinear and can have several solutions; the one with the smallest |a2| was taken, so 380 eV describes that solution and is no verdict on the method. The cutoff-function 3p orbital at 1.10 Å needs 135 eV, more than Kerker's 109 eV, although it changes a larger region. These comparisons hold for the 0.01 eV threshold. The momentum tails fall off at different rates, so another threshold changes the ratios and even the order. The cutoff-function 3p orbital at 1.10 Å is softer than Kerker's both at 0.1 eV (62 against 71 eV) and at 0.001 eV (191 against 257 eV). At 0.1 eV the Troullier–Martins and Kerker 3s orbitals are nearly equal (147 and 140 eV).

**What about the norm?**

Norm conservation also refers to different radii. For Kerker at 1.10 Å the charge inside r_c equals the all-electron charge; the computed mismatch is below 4×10⁻⁶ e per electron, which is numerical error. In the cutoff-function scheme the total norm is imposed, so the charge inside R is wrong by

Q_ps(R) − Q(R) = −∫_R^∞ (w2² − u²) dr.

At R = r_c = 0.60 Å this is −0.0054 e for 3p. For 3s it is only +0.0008 e, although the orbital is off by 2.9% there. The 3s deviation changes sign farther out, so positive and negative parts of the integral partly cancel. A small charge error at one radius does not prove that the orbitals agree there. At 2r_c both errors are below 4×10⁻⁶ e.

**How far the atom represents real silicon**

The model leaves out relativity. To first order and in the fixed atomic potential, the mass-velocity and nuclear Darwin terms lower the 3s level by 0.087 eV, under 1% of its energy. This figure omits the response of the other electrons. A self-consistent scalar-relativistic calculation lowers 3s by only about 0.044 eV and raises 3p by about 0.01 eV. The resulting change of the reach was not computed. Dropping correlation from the functional, with r_c and λ fixed, left the 0.01% reach unchanged within the radial step of about 0.004 r_c. The crystal field and spin polarization were not sized. The percentages above are errors of atomic orbitals, and they do not translate directly into errors of a lattice constant or a band gap.

For your choice, then, leave each radius in its own scheme. Compare the reach at a stated tolerance with half the shortest bond you expect, and compare the plane-wave cutoffs separately. Neither number measures how accurate the pseudopotential is at energies away from ε or in other bonding environments; that needs a test of its own. The full set of values is in the numerical output below.

Calculated quantities

```
3s eigenvalue -10.833 eV (Gaussian basis -10.833 eV)
3s gap of uncontracted cc-pVTZ 0.0918 eV
3p eigenvalue -4.172 eV (Gaussian basis -4.172 eV)
3p gap of uncontracted cc-pVTZ 0.0966 eV
cutoff-function radius 0.60 A = 1.134 bohr
strict radius 1.10 A = 2.079 bohr
rough half bond length 1.2 A; lambda 3.5
f at rc 0.368; f at 2 rc 1.22e-05
f = 1/2 at r/rc = 0.901
unit-prefactor reach/rc at 1%, 0.1%, 0.01%: 1.55 1.74 1.89
3s last node 0.38 A, peak 0.94 A
3p last node 0.38 A, peak 1.14 A
reach in A at 1%, 0.1%, 0.01%; Ecut in eV:
3s cutoff-f 0.60: 0.64 0.95 1.07; Ecut 387
3s cutoff-f 1.10: 1.50 1.78 1.98; Ecut 82
3s Kerker 1.10: 0.89 1.01 1.06; Ecut 198
3s TM 1.10: 0.82 0.95 1.01; Ecut 380
3s Kerker 0.60: 0.54 0.57 0.59; Ecut 2419
3p cutoff-f 0.60: 0.76 0.93 1.05; Ecut 248
3p cutoff-f 1.10: 1.54 1.84 2.03; Ecut 135
3p Kerker 1.10: 0.73 0.81 1.03; Ecut 109
3p TM 1.10: 0.73 0.84 0.91; Ecut 124
3p Kerker 0.60: 0.54 0.57 0.59; Ecut 4712
3s cutoff-f 0.60: reach/rc 1.07 1.59 1.78
3s cutoff-f 1.10: reach/rc 1.36 1.62 1.80
3p cutoff-f 0.60: reach/rc 1.27 1.55 1.75
3p cutoff-f 1.10: reach/rc 1.40 1.67 1.84
3s c 40.70 eV, gamma 1.0151, delta -0.0768 a.u.
3s deviation/peak at rc 2.92 %, at 2 rc -0.00028 %
3s charge error: rc 0.0008, 2 rc 3.4e-06 e
3s Kerker 1.10 charge error at its rc 3.2e-06 e
3s potential error at 2 rc -0.0131 eV
3s max deviation beyond half bond: 0.0003 % (0.60), 4.53 % (1.10)
3p c 13.46 eV, gamma 0.9978, delta 0.0166 a.u.
3p deviation/peak at rc 5.51 %, at 2 rc 0.00017 %
3p charge error: rc -0.0054, 2 rc -7.4e-08 e
3p Kerker 1.10 charge error at its rc 5.8e-10 e
3p potential error at 2 rc 0.0073 eV
3p max deviation beyond half bond: 0.0002 % (0.60), 2.52 % (1.10)
3s 0.01% reach/rc: lambda 4 1.62, no correlation 1.782 (with 1.782)
3p 0.01% reach/rc: lambda 4 1.65, no correlation 1.746 (with 1.746)
neglected relativistic 3s shift, first order -0.087 eV
```
